# Quasiparticle lifetime and transport time of graphene limited by acoustic phonons

## Problem

Electrons in one valley of graphene obey $H=\hbar v_F\,\boldsymbol\sigma\cdot\mathbf k$ and occupy the upper band, $E=\hbar v_Fk$. Longitudinal acoustic phonons, $\omega=v_sq$, shift the local band energy by $D\,\nabla\cdot\mathbf u$, where $\mathbf u$ is the displacement and $D$ a constant. The sheet has mass $\rho$ per area and area $A$.

Work to lowest order in the coupling, with phonon energies small compared with both $E$ and $k_BT$. The quasiparticle lifetime $\tau_{qp}$ is the decay time of an occupation, $\hbar/\tau_{qp}=-2\,\mathrm{Im}\,\Sigma$; the decay time of an amplitude would be $2\tau_{qp}$. The transport time $\tau_{tr}$ is the relaxation time of the current.

(a) Find both times and their ratio.

(b) Evaluate them, the mobility and the sheet resistance at $T=300$ K for electron density $n=3\times10^{12}$ cm$^{-2}$, $D=20$ eV, $v_F=10^6$ m/s, $v_s=20$ km/s and $\rho=7.6\times10^{-7}$ kg/m$^2$.

(c) How do finite phonon energies change the ratio?

(d) What happens if $D$ is screened, or if the phonons act through bond lengths instead?

## First estimate by scaling

A longitudinal strain wave costs an elastic energy set by $\rho v_s^2$. Equipartition gives its Fourier component a mean square of order $k_BT/(\rho v_s^2A)$, so the squared potential is $D^2k_BT/(\rho v_s^2A)$, whatever the wavevector. Multiplying by $2\pi/\hbar$, by $A$ and by the density of states per area, spin and valley, $E/(2\pi\hbar^2v_F^2)$, gives

$$\Gamma_0=\frac{D^2k_BT\,E}{\hbar^3v_F^2\rho v_s^2}.$$

Since the potential favours no wavevector, this estimate treats scattering as isotropic. It predicts $\tau_{qp}\approx\tau_{tr}\approx1/\Gamma_0$.

For the data, $k_F=\sqrt{\pi n}=0.307$ nm$^{-1}$, $E_F=0.2021$ eV, $\hbar v_F=0.658$ eV nm, $k_BT=0.02585$ eV and $\rho v_s^2=1897$ eV/nm$^2$. Thus

$$\hbar\Gamma_0=\frac{20^2\times0.02585\times0.2021}{0.658^2\times1897}\ \text{eV}\approx2.54\ \text{meV},$$

or $\Gamma_0\approx3.86$ ps$^{-1}$ and a time of 0.26 ps.

## Exact solution of the model

**Overlap.** The upper-band spinor at direction $\phi$ is $(1,e^{i\phi})^T/\sqrt2$. For scattering through $\theta=\phi'-\phi$,

$$|\langle\mathbf k'|\mathbf k\rangle|^2=\left|\frac{1+e^{-i\theta}}2\right|^2=\frac{1+\cos\theta}2=\cos^2\frac\theta2 .$$

A scalar potential cannot reverse the electron, because the spinors at $\phi$ and $\phi+\pi$ are orthogonal.

**Phonon factors.** The displacement amplitude of one mode is $\sqrt{\hbar/(2\rho A\omega)}$, and the divergence supplies a factor $q$. The squared coupling is therefore $D^2\hbar q^2/(2\rho A\omega)$ times the overlap.

Let $f,f'$ be the electron occupations of $\mathbf k,\mathbf k'$ and $N$ the phonon occupation. The self-energy contains $N+f'$ for absorption and $N+1-f'$ for emission. When the phonon energy is neglected in $f'$, their sum is $2N+1$.

The net flow from $\mathbf k$ to $\mathbf k'$ in the Boltzmann equation contains

$$N f(1-f')-(N+1)f'(1-f)$$

for absorption and its inverse, and

$$(N+1)f(1-f')-Nf'(1-f)$$

for emission and its inverse. In the same limit they add to

$$(2N+1)[f(1-f')-f'(1-f)]=(2N+1)(f-f').$$

Lifetime and transport thus share one kernel. Equipartition gives $2N+1\to2k_BT/\hbar\omega$, and

$$\frac{D^2\hbar q^2}{2\rho A\omega}\,\frac{2k_BT}{\hbar\omega}=\frac{D^2k_BT}{\rho v_s^2A}.$$

The wavevector cancels, so the angular dependence is that of the overlap:

$$S(\mathbf k\to\mathbf k')=\frac{2\pi}\hbar\frac{D^2k_BT}{\rho v_s^2A}\cos^2\frac\theta2\,\delta(E'-E).$$

**Lifetime.** A scalar potential of long wavelength conserves spin and valley. With

$$\sum_{\mathbf k'}\to\frac{A}{(2\pi)^2}\int\frac{E'\,dE'}{\hbar^2v_F^2}\int_0^{2\pi}d\theta,$$

any weight $w(\theta)$ gives $\sum_{\mathbf k'}S\,w=\Gamma_0\langle w\cos^2(\theta/2)\rangle$, where $\langle\cdot\rangle$ is the average over $\theta$. For $w=1$,

$$\frac1{\tau_{qp}}=\Gamma_0\left\langle\frac{1+\cos\theta}2\right\rangle=\frac{\Gamma_0}2.$$

**Transport time.** In a field $\mathcal E$ along $x$, the steady linear Boltzmann equation is

$$-e\mathcal E v_F\cos\phi\,\frac{\partial f_0}{\partial E}=\sum_{\mathbf k'}S\,[\delta f(\mathbf k')-\delta f(\mathbf k)].$$

Try $\delta f=a(E)\cos\phi$. Since $\cos\phi'=\cos\phi\cos\theta-\sin\phi\sin\theta$ and $S$ is even in $\theta$, the sine term integrates to zero. The right side becomes $-\delta f/\tau_{tr}$ with

$$\frac1{\tau_{tr}}=\sum_{\mathbf k'}S(1-\cos\theta)=\Gamma_0\left\langle\frac{1-\cos^2\theta}2\right\rangle=\frac{\Gamma_0}4.$$

The trial form solves the equation, so no relaxation-time approximation has been made beyond the elastic limit. Therefore

$$\boxed{\tau_{tr}=2\,\tau_{qp}}$$

at every energy in this model. Half of the out-scattering is returned to the current, since $\langle\cos\theta\,(1+\cos\theta)/2\rangle=1/4$ is half of $1/2$. With the overlap replaced by 1 this return vanishes and the ratio is 1. A numerical solution of the Boltzmann equation on the Fermi circle gives 2.00000000 with the spinors and 1.00000000 without them.

## Numbers and comparison

The rates are $\Gamma_0/2=1.931$ ps$^{-1}$ and $\Gamma_0/4=0.9655$ ps$^{-1}$, so $\tau_{qp}=0.518$ ps and $\tau_{tr}=1.036$ ps. Scaling gave the right dependence on every parameter, but its time is too short by a factor 2 for the lifetime and 4 for transport. Its ratio of 1 misses the angular structure of the spinors.

The Boltzmann solution is $\delta f=e\mathcal Ev_F\tau_{tr}\cos\phi\,\partial f_0/\partial E$. The angular average of $\cos^2\phi$ is $1/2$, and the density of states with spin and valley is $2E_F/(\pi\hbar^2v_F^2)$. For a sharp Fermi edge,

$$\sigma=\frac{e^2v_F^2\tau_{tr}}2\,\frac{2E_F}{\pi\hbar^2v_F^2}=\frac{e^2E_F\tau_{tr}}{\pi\hbar^2}.$$

Dividing by $ne$, with $n=k_F^2/\pi$ and $\hbar k_F=E_F/v_F$, gives

$$\mu=\frac{e\tau_{tr}v_F^2}{E_F}=\frac{1.036\times10^{-12}\times10^{12}}{0.2021}\ \frac{\text{m}^2}{\text{Vs}}\approx5.1\times10^4\ \frac{\text{cm}^2}{\text{Vs}}.$$

The scaling time would give about $1.3\times10^4$ cm$^2$/Vs. The sheet resistance is $1/(ne\mu)\approx41\ \Omega$.

Because $E\tau_{tr}$ is constant,

$$\sigma=\frac{4e^2\hbar\rho v_s^2v_F^2}{\pi D^2k_BT}$$

does not depend on density. Thermal smearing leaves it unchanged when both bands are counted, since $\int(-\partial f_0/\partial E)\,dE=1$. The chemical potential falls to 0.1966 eV at 300 K; this lengthens both times evaluated there by about 3% and leaves their ratio alone. Towards the Dirac point the level width $\hbar/\tau_{qp}$ and the largest phonon energy, about $2\hbar v_sk$, both fall in proportion to $E$, so within the model they remain small compared with it.

## Finite phonon energies

**Occupation factors.** Elastic kinematics gives $q=2k_F\sin(\theta/2)$. Define $s=|\sin(\theta/2)|$, $X=2\hbar v_sk_F/k_BT$ and $x=\hbar\omega/k_BT=Xs$. At the Fermi level, absorption gives

$$N+f'=\frac1{e^x-1}+\frac1{e^x+1}=\frac1{\sinh x},$$

and $N+1-f'$ for emission has the same value. For transport, write $f=f_0+f_0(1-f_0)\psi$. Linearising the net flows gives the equilibrium flow times $\psi-\psi'$; division by $f_0(1-f_0)$ leaves the absorption factor $N(1-f_0')/(1-f_0)$. With $f_0=1/2$ this is

$$\frac{2e^x}{(e^x-1)(e^x+1)}=\frac1{\sinh x},$$

and emission again agrees. The sum $2/\sinh x\approx(2/x)(1-x^2/6)$ replaces $2/x$. Using $\langle s^2\cos^2(\theta/2)\rangle=1/8$ and $\langle s^4\cos^2(\theta/2)\rangle=1/16$,

$$\frac1{\tau_{qp}}\approx\frac{\Gamma_0}2\left(1-\frac{X^2}{24}\right),\qquad
\frac1{\tau_{tr}}\approx\frac{\Gamma_0}4\left(1-\frac{X^2}{12}\right).$$

At the Fermi level the ratio is multiplied by $1+X^2/24$: large-angle collisions, which need the most energetic phonons, are weakened most. Here $X=0.313$, giving 2.0081. A direct sum over final states with these occupation factors gives the same value.

**Kinematics.** Let $r=v_s/v_F=0.02$. The condition $k'=k\pm r|\mathbf k'-\mathbf k|$ gives, to second order, $k'/k=1\pm2rs+2r^2s^2$. The energy delta function contributes

$$J_\pm=\left[1\mp r\,\frac{k'-k\cos\theta}{q}\right]^{-1}=1\pm rs+r^2,$$

where $1-\cos\theta=2s^2$ and $q=2ks(1\pm rs)$ were used. The out-rate contains the mean of $(k'/k)J_\pm$ over the two signs, $1+r^2+4r^2s^2$; its average with $\cos^2(\theta/2)$ is $\tfrac12+r^2$. In the in-scattering term, $\tau_{tr}(E')\propto1/E'$ cancels $k'/k$, leaving $1+r^2$ and the average $\tfrac14(1+r^2)$. Hence

$$\frac{\tau_{tr}}{\tau_{qp}}=\frac{\frac12+r^2}{\frac12+r^2-\frac14(1+r^2)}\approx2(1-r^2).$$

Together the leading corrections give $2(1+X^2/24-r^2)=2.0073$. An iterative solution of the Boltzmann equation with true phonon energies gives 2.0074 at 300 K, with both times taken at the Fermi level and the chemical potential set to $E_F$; with the chemical potential at 0.1966 eV it gives 2.0069. At 77 K, with density and couplings held fixed, it gives 2.12: equipartition is failing, since $X=1$ is reached already at 94 K. These are Fermi-level values. The current samples the whole thermal window, where the occupation factors are reduced less, and this roughly halves the correction. With both times averaged over that window the ratio is 2.004 at 300 K and 2.07 at 77 K. At 77 K the conductivity exceeds the elastic formula by about 6.5%, whereas $\tau_{tr}$ at the Fermi level exceeds its elastic value by 12%.

## Screening and bond-length coupling

**Screened potential.** In Thomas–Fermi screening the Coulomb interaction $e^2/(2\epsilon_0\kappa q)$ multiplies the density of states $2k_F/(\pi\hbar v_F)$. With $\alpha=e^2/(4\pi\epsilon_0\kappa\hbar v_F)$ the dielectric function is

$$\epsilon(q)=1+\frac{4\alpha k_F}q=1+\frac{2\alpha}s,$$

so the kernel gains the factor $[s/(s+2\alpha)]^2$. Small angles are suppressed. For $\alpha\gg1$ the factor is proportional to $s^2$, and the ratio tends to

$$\frac{\langle s^2\cos^2(\theta/2)\rangle}{2\langle s^4\cos^2(\theta/2)\rangle}=\frac{1/8}{2/16}=1.$$

For a surrounding dielectric constant $\kappa=4$, $\alpha=0.547$ and the ratio is 1.13. This uses the zero-temperature density of states; the thermal polarisation at 300 K raises it to about 1.14.

**Bond lengths.** Strain also adds $B[(u_{xx}-u_{yy})\sigma_x-2u_{xy}\sigma_y]$. A term $\cos\beta\,\sigma_x+\sin\beta\,\sigma_y$ has matrix element of magnitude $|\cos(\phi_m-\beta)|$, with $\phi_m=(\phi+\phi')/2$. For a longitudinal wave $\beta=-2\phi_q$, and elastic scattering has $\phi_q=\phi_m\pm\pi/2$. The squared element is then $\cos^23\phi_m$. For a transverse wave $\beta$ is shifted by $\pi/2$, which gives $\sin^23\phi_m$.

Their weighted sum is a constant plus a term in $\cos(3\phi+3\phi')$. Integrated over $\phi'$, with or without $\cos\phi'$, that term vanishes. Nothing returns to the current, and the ratio is 1 even when the two sound speeds differ.

With $B=4$ eV and a transverse speed of 13 km/s added to the unscreened $D=20$ eV, the ratio is 1.89. With $D$ screened as above it is 1.18. Both values come from numerical solutions on the Fermi circle, with the out-scattering rate averaged over direction. They include the interference of $D$ and $B$ in the longitudinal mode, which couples the $\cos\phi$ part of $\delta f$ to a $\cos2\phi$ part; adding the separate rates without it would give 1.79 instead of 1.89.

## Real devices

The parameters are rough typical values for graphene encapsulated in hexagonal boron nitride. The calculated sheet resistance scales as $D^2$, so its size depends strongly on the value chosen for $D$. Within the phonon model, the assumption most in doubt is the constant scalar potential: screening $D$, adding $B$, or both, moves the ratio from 2 to between about 1.1 and 1.9 for the values of $B$ and $\kappa$ used above; other values shift these limits. A value of $D$ fitted to resistance may already absorb screening and bond-length coupling, so a successful fit does not establish the factor 2.

Two further effects are smaller here. Lattice corrections alter the overlap by at most 0.01 and leave the ratio at 2.000. One effective optical mode of 0.16 eV, with a rough coupling of $10^9$ eV/cm and taken to randomise momentum, adds 0.017 ps$^{-1}$ to both rates at the Fermi level and lowers the ratio there to 1.98. Electrons two or more $k_BT$ from the Fermi level scatter more often from this mode: averaged over the thermal window its rate is about 0.05 ps$^{-1}$, which raises the resistance by about 5%.

The mean free path $v_F\tau_{tr}$ is about 1.0 µm, so the edges of a micrometre-wide channel matter. If they are modelled as an isotropic process with a rate equal to the phonon transport rate, the mobility roughly halves and the ratio becomes $(1.931+0.966)/(2\times0.966)\approx1.5$. Charged impurities and remote substrate phonons are not included. Nor are collisions between electrons, which conserve total momentum: in a doped sheet they can shorten the quasiparticle lifetime strongly while changing the resistance much less, and so raise the ratio of the total times. The resistance does change somewhat, because velocity in graphene is not proportional to momentum. If these collisions dominate, the distribution is a rigid shift in momentum, and the phonon-limited resistance is multiplied by $\langle E^4\rangle/\langle E^2\rangle^2\approx1.2$ here, with averages weighted by $-\partial f_0/\partial E$. The numerical output lists the remaining values.

## Values computed for the example and the checks

```
INPUTS (rough typical values)
temperature = 300 K
electron density = 3.0e+12 cm^-2
deformation potential D = 20.0 eV
Fermi velocity = 1.00e+06 m/s
LA sound speed = 20.0 km/s
TA sound speed = 13.0 km/s
mass density = 7.60e-07 kg/m^2
gauge coupling = 4.0 eV
dielectric constant = 4.0
optical phonon energy = 0.16 eV
optical coupling = 1.0e+09 eV/cm
INTERMEDIATE VALUES
thermal energy kT = 25.85 meV
Fermi wavevector = 0.3070 nm^-1
Fermi energy = 0.2021 eV
rho vs^2 = 1897.4 eV/nm^2
largest phonon energy = 8.08 meV
X = largest phonon energy / kT = 0.3127
temperature where X = 1: 93.8 K
RESULTS OF THE IDEAL MODEL
quasiparticle rate = 1.9309 ps^-1
transport rate = 0.9655 ps^-1
quasiparticle lifetime = 0.5179 ps
transport time = 1.0358 ps
ratio, Boltzmann on circle = 2.00000000
ratio with unit overlap = 1.00000000
transport mean free path = 1036 nm
mobility = 5.1258e+04 cm^2/Vs
sheet resistance = 40.59 ohm
same, thermal integral = 40.59 ohm
CHECK BY SUM OVER FINAL STATES
quasiparticle rate, sum = 1.9231 ps^-1
transport rate, sum = 0.9576 ps^-1
ratio, sum = 2.0081
NEGLECTED EFFECTS
ratio, true phonon energies, 300 K = 2.0074
predicted by X^2/24 - (vs/vF)^2: 2.0073
ratio, true phonon energies, 77 K = 2.1193
largest lattice change of overlap = 0.0099
ratio with lattice overlap = 1.9999
chemical potential at 300 K = 0.1966 eV
optical phonon rate = 0.0166 ps^-1
ratio with optical phonons = 1.9831
Coulomb coupling alpha = 0.5469
ratio, screened D = 1.1348
ratio, gauge coupling alone = 1.0000
ratio, D plus gauge coupling = 1.8929
ratio, screened D plus gauge = 1.1783
```
